Energy and level shifts of a neutral spherical atom in supercells

## The neutral atom and the zero of potential

In the local density approximation (LDA) the 2s level of a free beryllium atom lies at −0.20574 Ha. Put the same atom in a periodic cubic cell with an edge of 20 bohr, set the cell average of the electrostatic potential to zero, and the level is predicted to lie at −0.20129 Ha. It has risen by 0.004452 Ha, or 0.1211 eV. In a cell of 30 bohr the rise is 0.0359 eV, smaller by the ratio of the two volumes. The total energy of the atom, however, has no error that falls as the inverse volume. A level that moves while the energy stays fixed needs an explanation, because the levels are themselves part of the usual expression for the energy.

Hartree atomic units are used, so the charge of a proton is +1 and that of an electron is −1. The charge density of the atom is

ρ(r) = Z δ(r) − n(r),

where Z is the nuclear charge and n is the number density of the electrons. The electrostatic potential φ obeys

∇²φ = −4πρ,

and an electron in this potential has the potential energy −φ. Two moments of the charge matter here:

q = ∫ ρ d³r,  Q = ∫ ρ r² d³r.

The first is the net charge, zero for the neutral atom. In the second, a point nucleus at the origin contributes nothing, since r² vanishes there. What remains is Q = −∫ n r² d³r, which is negative. It measures how far the electrons extend. For beryllium in LDA it is −17.004 bohr², in units of the elementary charge, in the Gaussian basis used here. The basis limit is about 0.0002 more negative, which can change the last digit but none of the shifts quoted.

The density is assumed spherical. At first it is also assumed to vanish beyond some radius a, with a so small that the spheres around neighbouring atoms do not overlap. Real densities have exponential tails, and the second half deals with what the tails do.

Let q(r) be the charge inside a sphere of radius r. Gauss's law gives the slope of the free atom's potential:

dφ_iso/dr = −q(r)/r².

Beyond a the enclosed charge is zero, so φ_iso is constant there. It vanishes at infinity, so it vanishes everywhere outside the atom. A neutral spherical atom therefore exerts no electrostatic force on anything outside it. Inside, q(r) starts at Z and falls steadily to zero as more electrons are enclosed. It is never negative, so φ_iso rises towards the nucleus and is positive wherever it is not zero.

Now repeat the atom at all lattice vectors R, with one atom in each cell of volume V. One periodic solution of Poisson's equation is the sum of the free potentials. Two periodic solutions for the same density differ by a periodic function whose Laplacian is zero. If that function has Fourier coefficients c(G), the condition reads G² c(G) = 0, so all coefficients vanish except the one at G = 0. The difference is a constant, and the general periodic potential is

φ_per(r) = Σ_R φ_iso(r − R) + C.

Physics inside the cell does not fix C. A plane-wave calculation usually fixes it by leaving out the G = 0 component of the potential, which makes the cell average of φ_per zero. This is the convention adopted here. It requires

C = −(1/V) ∫_cell Σ_R φ_iso(r − R) d³r.

The integral over one cell of the potentials of all atoms equals the integral over all space of the potential of one atom, because each atom's contribution to the various cells can be moved back by a lattice vector. Hence

C = −I/V,  I = ∫ φ_iso d³r = 4π ∫₀^∞ r² φ_iso dr.

To evaluate I, integrate by parts:

∫₀^∞ r² φ_iso dr = [r³ φ_iso/3]₀^∞ − (1/3) ∫₀^∞ r³ (dφ_iso/dr) dr.

The boundary term vanishes at the upper end because φ_iso is zero there. It vanishes at the lower end because φ_iso grows no faster than Z/r. Inserting Gauss's law turns the remaining term into

+(1/3) ∫₀^∞ r q(r) dr.

A second integration by parts gives

(1/3) ∫₀^∞ r q(r) dr = (1/3) [r² q(r)/2]₀^∞ − (1/6) ∫₀^∞ r² (dq/dr) dr.

Again the boundary term is zero: q(r) vanishes outside the atom and stays finite at the nucleus. A shell of thickness dr holds the charge 4πr²ρ dr, so dq/dr = 4πr²ρ for r > 0, and

−(1/6) ∫₀^∞ r² (4πr²ρ) dr = −Q/6.

Multiplying by 4π gives the integral of the potential:

I = −2πQ/3.

With Q negative, I is positive, as it must be for a potential that is nowhere negative. A simple case confirms the factor. Take a point charge Z surrounded by a thin shell of charge −Z at radius a. The potential is Z(1/r − 1/a) inside the shell and zero outside, so

I = 4πZ (a²/2 − a²/3) = 2πZa²/3.

Here Q = −Za², and −2πQ/3 gives the same value.

Fourier components lead to the same result and show what leaving out G = 0 means. For a spherical density,

ρ(G) = ∫ ρ(r) [sin(Gr)/(Gr)] d³r.

Since sin x/x = 1 − x²/6 + ..., this becomes

ρ(G) = q − G²Q/6 + ...

Poisson's equation gives φ(G) = 4πρ(G)/G². For q = 0 the factor G² cancels, and φ(G) tends to −2πQ/3 as G goes to zero. The superposed atomic potentials thus have a finite average. Omitting the G = 0 term removes that average; it does not remove an infinity, as it would for a charged system.

For beryllium, direct radial integration of the LDA potential gives I = 35.614 Ha bohr³/e, and −2πQ/3 gives the same number to the digits shown. In the cell of 20 bohr the volume is 8000 bohr³, and the average of the superposed potentials is 35.614/8000 = 0.004452 Ha/e.

The constant is now known:

C = −I/V = 2πQ/(3V).

Inside the atom, where the potentials of the other atoms vanish,

φ_per = φ_iso + 2πQ/(3V).

In the empty space between the atoms φ_iso is zero, and φ_per has the constant value 2πQ/(3V). This value is negative. The atoms are regions of positive potential, and if the average is to be zero the space between them must lie below zero. A direct Fourier sum for a lattice of free beryllium densities gives −0.004452 Ha/e at the corner of the 20 bohr cell, the point farthest from the atoms. This agrees with C.

Nothing in the argument used the shape of the cell. For a neutral spherical atom the constant depends on the volume alone, provided that the atoms stay apart.

The next question is whether the electrons respond. The Kohn-Sham equation for an orbital ψ_i with eigenvalue ε_i is

[−½∇² − φ + v_xc] ψ_i = ε_i ψ_i,

where v_xc is the exchange-correlation potential. With a local or semilocal functional, v_xc at a point depends on the density and its derivatives at that point. Suppose that the density in the crystal is the superposition of free-atom densities. Then v_xc inside each atom is that of the free atom, and the electrostatic part is −φ_iso − C. The electrons see a lattice of free-atom wells standing on a floor that has been moved by −C.

Inside one well the free orbital still solves the equation, since a constant times ψ_i can be taken to the right-hand side:

[−½∇² − φ_iso − C + v_xc] ψ_i = (ε_i − C) ψ_i.

The orbitals are unchanged, so the density built from them is the density that was assumed, and the solution is self-consistent. All bound levels move by the same amount:

Δε = −C = −2πQ/(3V).

For an atom with a point nucleus the shift is upward. The electron's potential energy is negative inside the atom and zero outside, so its average is negative; raising this average to zero raises everything. Differences between bound levels do not change. The statement neglects the part of an orbital that reaches into the next well, an effect that falls exponentially with the distance between atoms.

The beryllium levels illustrate the sign and the size. In the 20 bohr cell the 2s level becomes

−0.20574 + 0.00445 = −0.20129 Ha,

and the 1s level, at −3.8564 Ha in the free atom, moves up by the same 0.00445 Ha. These are predictions from the free-atom value of Q; the beryllium atom itself was not solved in a periodic cell.

The total energy per cell is

E = T_s + E_es + E_xc,

with T_s the kinetic energy of the Kohn-Sham orbitals and E_xc the exchange-correlation energy. Neither changes, because the orbitals and the density do not. The electrostatic energy is

E_es = ½ ∫_cell ρ φ_per d³r,

from which the energy of the point nucleus in its own field is to be removed. That self-energy is the same in the crystal and in the free atom. Inserting φ_per = φ_iso + C gives

E_es = ½ ∫ ρ φ_iso d³r + ½ C ∫ ρ d³r.

The last integral is the net charge q, which is zero. The constant therefore drops out, and the energy per cell equals the energy of the free atom. For densities that do not overlap, this removes the L⁻³ term and all other inverse powers of L together, because the images produce no field at the atom. This holds for a local or semilocal functional; real atoms also attract one another by dispersion, which falls as L⁻⁶ and is absent from LDA.

It remains to see how the sum of the eigenvalues fits in. Let f_i be the occupation of orbital i and N = Σ f_i the number of electrons. Multiplying the Kohn-Sham equation by f_i ψ_i*, integrating and summing gives

Σ f_i ε_i = T_s − ∫ nφ d³r + ∫ n v_xc d³r.

Solve this for T_s and insert it in E. The electrostatic energy, written out for nucleus and electrons, is

E_es = ½ Z φ′(0) − ½ ∫ nφ d³r,

where φ′(0) is the potential at the nucleus without the nucleus's own part. The result is

E = Σ f_i ε_i + ½ ∫ nφ d³r + ½ Z φ′(0) − ∫ n v_xc d³r + E_xc.

Add C to the potential. The eigenvalue sum changes by −NC, the second term by +½NC and the third by +½ZC. For a neutral atom Z = N, and the three changes add up to zero.

In the 20 bohr cell the four beryllium electrons raise the eigenvalue sum by 4 × 0.004452 = 0.01781 Ha. The electron term then falls by half of this, 0.0089 Ha, and the nuclear term by the other half. An energy formula that kept the shifted eigenvalues but took the other two terms from the free atom would be wrong by 0.01781 Ha. The sum of the eigenvalues has no meaning of its own until the zero of potential is the same in every term.

## Charged cells, overlap and practical use

In what follows, Q = ∫ρr² d³r is the second moment of the atom's charge density, q its net charge, V the cell volume and L the edge of a cubic cell. With the average electrostatic potential set to zero, the potential inside a neutral spherical atom is the free one plus 2πQ/(3V). Its bound levels move by −2πQ/(3V), and its total energy is unchanged as long as neighbouring atoms do not overlap.

An eigenvalue in Kohn-Sham theory is also a derivative of the total energy with respect to the occupation of its orbital. This is Janak's theorem. If the energy error is zero, how can its derivative differ from zero? The answer is that the derivative compares the neutral atom with slightly charged ones, and for those the error does not vanish. The Makov-Payne expansion gives it.

Let K(r) be the potential of a cubic lattice of unit point charges in a uniform background that makes each cell neutral, with zero average over the cell. Near the charge at the origin, write

K(r) = 1/r + f(r).

The term 1/r accounts for the point charge, so f has to account for the background of density −1/V and for the other charges. For r < L, where there are no other charges, Poisson's equation gives

∇²f = 4π/V.

One solution is 2πr²/(3V), since the Laplacian of r² is 6. What can be added is a constant and harmonic polynomials with the symmetry of the cube. There are none of first, second or third degree, so the first possible one, h₄, is of fourth degree:

f(r) = −α/L + 2πr²/(3V) + h₄(r) + ...

The constant defines α, the Madelung constant of this lattice. A lattice sum gives α = 2.837297.

For a density ρ of net charge q, the periodic potential is the superposition of K over the density. The background adds nothing to the energy, because it multiplies a potential whose average is zero. The difference between the energy per cell and the energy of the free density is therefore

E_per − E_iso = ½ ∬ ρ(r) ρ(r′) f(r − r′) d³r d³r′.

The constant in f contributes −αq²/(2L). For the quadratic term, use

|r − r′|² = r² + r′² − 2 r·r′.

The first two parts integrate to qQ each, and the third to −2p², where p = ∫ρ r d³r is the dipole moment. With the factors ½ and 2π/(3V) this becomes

½ × [2π/(3V)] × (2qQ − 2p²) = 2π(qQ − p²)/(3V).

For a spherical density p is zero. The harmonic polynomials also drop out: the average of a harmonic function over a sphere is its value at the centre, so averaging over the directions of r and then of r′ leaves the value at the origin, which is zero. For a spherical density of radius less than L/2, then,

E_per − E_iso = −αq²/(2L) + 2πqQ/(3V).

Two Gaussian charges on the same centre provide a numerical case. Let a positive charge 2 have the profile exp(−r²) and a negative charge −1 the profile exp(−0.6r²), with r in bohr. A Gaussian exp(−br²) has the mean square radius 3/(2b), so q = 1 and Q = 2 × 1.5 − 2.5 = 0.5 bohr². In a cell of 12 bohr the first term is −0.118221 Ha and the second +0.000606 Ha. Their sum, −0.117615 Ha, agrees with a direct Fourier sum for the periodic energy minus the analytic energy of the free charges.

Now let the number of electrons grow by dN, so that q changes by −dN. Differentiating the energy difference gives

d(E_per − E_iso)/dN = αq/L − 2πQ/(3V) + [2πq/(3V)] dQ/dN.

At q = 0 the first and last terms vanish, and −2πQ/(3V) is left. The orbitals may relax as charge is added, but the energy is stationary with respect to them, so relaxation does not enter the first derivative. The energy difference passes through zero at neutrality with a finite slope, and this slope is the shift of the eigenvalue. With two electrons in the Gaussian example, Q = 3 − 5 = −2 bohr². The energy difference is then zero to rounding, while its numerical derivative is 0.0024241 Ha per electron, equal to the formula.

The expansion also shows what happens without spherical symmetry. A neutral density with a dipole moment has, to leading order, the energy error −2πp²/(3V) in a cubic cell, which does fall as L⁻³. A neutral density without a dipole has no L⁻³ error in a cubic cell even if it is not spherical, because qQ − p² is still zero. The polynomial h₄ can then contribute, and since f has the dimension of an inverse length, its coefficient scales as L⁻⁵.

Real atoms have tails, so the result also needs a self-consistent test with overlap present. A model atom serves for this. Its ion is a Gaussian charge of +2 with the profile exp(−2r²), and its two electrons are treated in LDA with exchange only. The free atom has its level at −0.279172 Ha and Q = −5.448 bohr². The ion contributes 2 × 3/4 = +1.5 to this moment, so the electrons contribute −6.948.

The first calculations use only k = 0, the Γ point. The energy error is −1.69 × 10⁻⁴ Ha at L = 14 bohr and −6.69 × 10⁻⁶ Ha at 18 bohr. An L⁻³ law would reduce it by a factor of 2.1 between these cells, but it falls by a factor of 25. This is the mark of overlap, and its size can be estimated.

Let χ be the free orbital with eigenvalue ε, and Ψ the crystal orbital at Γ with eigenvalue E_Γ, both in the same well. Multiply the equation for Ψ by χ and that for χ by Ψ, subtract, and integrate over the cell. The potential cancels, and Green's theorem leaves a surface integral:

(E_Γ − ε) ∫ χΨ d³r = −½ ∮ (χ ∂Ψ/∂n − Ψ ∂χ/∂n) dS.

At Γ the orbital is symmetric about each face of the cell, so ∂Ψ/∂n = 0 there. On a face, two neighbouring atoms contribute equally, so Ψ ≈ 2χ. The integral on the left is close to 1. To leading order,

E_Γ − ε ≈ ∮ χ (∂χ/∂n) dS.

Consider one face, at distance z = L/2 from the atom. The normal derivative is (z/r) dχ/dr, and a ring on the face has the area 2πr dr. Extending the face to an infinite plane gives

2πz ∫_z^∞ χ (dχ/dr) dr = −πz χ(z)².

Define t = π(L/2) χ(L/2)². The six faces lower the level by 6t in a fixed potential, and two electrons lower the energy by 12t. Changes of the density enter the energy in second order, so −12t is the leading estimate for the total energy as well. It gives −1.6 × 10⁻⁴ Ha at 14 bohr and −6.6 × 10⁻⁶ Ha at 18 bohr, close to the errors found.

The self-consistent level is more sensitive. Its deviation from the predicted shift is −6.3 × 10⁻⁴ Ha at 14 bohr and −3.6 × 10⁻⁵ Ha at 18 bohr, several times the energy error. Janak's theorem accounts for this. Far from the atom χ falls roughly as exp(−κr)/r with κ = √(2|ε|), so t varies as exp(−κL)/L. Adding electrons makes the level shallower and reduces κ. The derivative of −12t with respect to N therefore contains the term 12tL dκ/dN, which is negative and has an extra factor L. The ratio of level error to energy error should then grow roughly linearly with L. It is 2.2, 3.8 and 5.4 at 10, 14 and 18 bohr, in nearly equal steps.

For a rough size, suppose that one more electron would raise the level by about its own depth |ε|. Since |ε| = κ²/2, this means dκ/dN ≈ −κ/2, and the level error is about −6tκL. The estimate gives −8.6 × 10⁻⁴ and −4.4 × 10⁻⁵ Ha at 14 and 18 bohr, which is the right order of magnitude. The assumed dκ/dN is crude: the level actually rises faster than assumed, while the added charge also raises the potential in the tail and partly offsets this. No more than the order of magnitude should be read into the agreement.

Most of this error comes from the choice of k. At k = π/(2L) along each axis, the orbital on a neighbouring atom carries the phase factor i or −i. The energy terms from opposite neighbours then cancel, and the interference terms between nearest neighbours vanish from the density, because the orbitals are real apart from these phases. With this sampling the results at L = 18 bohr are

energy error: between −1 and −2 × 10⁻⁸ Ha, at the limit of the numerical accuracy,
level shift: 1.9563 × 10⁻³ Ha,
−2πQ/(3V): 1.9564 × 10⁻³ Ha.

At 14 bohr the level still deviates by −5.7 × 10⁻⁶ Ha, and by 18 bohr the deviation has shrunk to about −1 × 10⁻⁷ Ha, where grid and convergence threshold affect the second digit. In a cell of 16 × 18 × 20 bohr the shift is 1.9805 × 10⁻³ Ha against a predicted 1.9808 × 10⁻³ Ha, which supports the claim that the volume alone matters. The potential was also compared with that of the free atom at L = 18 bohr. Between 1.08 and 3.96 bohr from the centre the two differ by −1.955 to −1.956 × 10⁻³ Ha/e, a constant to within 0.1 per cent.

The model shows which charge belongs in Q. The potential averaged to zero was that of the electrons and the Gaussian ion together. Had the ion been counted as a point, Q would have been −6.948 bohr² and the predicted shift at 18 bohr 2.495 × 10⁻³ Ha, about 28 per cent too large. The same care is needed with pseudopotentials: Q must be the moment of the charge whose potential is averaged to zero, and any further constant in the ionic potential moves the levels as well.

For beryllium the calculation is all-electron, with Slater exchange and the correlation of Vosko, Wilk and Nusair. Enlarging the basis from 14 to 20 s functions changes the 2s level by 2 × 10⁻⁶ Ha and Q by 0.0007 bohr², so the shift is converged far beyond the digits needed. The overlap estimates apply here too. At 20 bohr the 2s level becomes a band reaching about 1.7 × 10⁻⁵ Ha to either side of the shifted level, which is 0.4 per cent of the shift. With the Γ point alone, the rough estimate of the level error is 2 × 10⁻⁴ Ha; since this estimate runs high in the model, an error of 1 to 2 × 10⁻⁴ Ha, a few per cent of the shift, is to be expected. At 30 bohr it is below 10⁻⁶ Ha, while the shift is still 0.001319 Ha. Overlap soon ceases to matter as the cell grows; the shift does not.

Waiting for the shift to vanish is therefore expensive. It falls as L⁻³, so a shift of 0.01 eV requires

L = 20 × (0.1211/0.01)^(1/3) = 45.9 bohr,

or 2.43 nm, a cell with twelve times the volume of the first. It is cheaper to read the potential in the empty part of the cell. There φ_per = 2πQ/(3V), and −φ_per serves as the vacuum level, the energy of an electron at rest far from all atoms. Only the electrostatic potential should be read, without v_xc. In LDA v_xc falls only as the cube root of the density, and midway between neighbouring beryllium atoms in the 20 bohr cell its exchange part is still about −0.007 Ha, more than the shift itself. Measured from this vacuum level, the 2s level in the 20 bohr cell is

−0.20129 − 0.00445 = −0.20574 Ha,

the free-atom value. The method needs a region where the potential is flat, which a cell filled with overlapping atoms does not offer.

This correction removes the effect of the cell and nothing else. The corrected LDA level corresponds to about 5.6 eV, whereas the first ionization energy of a real beryllium atom is roughly 9 eV. Most of that gap reflects the use of an approximate LDA eigenvalue as an ionization energy, and it is far larger than the 0.12 eV shift. Relativity and correlation beyond LDA are also left out. The shift still matters when levels from different cells are compared: between 20 and 30 bohr the 2s level drifts by 0.085 eV although the atom has not changed.

The numerical output below lists the values for all cells.

Values computed for the example and the checks

```
model atom: ion charge 2 e, exponent 2.0 bohr^-2
model isolated energy (with ion self-energy) 0.720250 Ha
model isolated level -0.279172 Ha
model Q -5.44767 e bohr^2
Gamma L=10 bohr: energy change -4.50e-03 Ha
  level shift 1.4487e-03 Ha, formula 1.1410e-02 Ha
  size estimates: energy -4.2e-03 Ha, level error -1.6e-02 Ha (found -1.0e-02)
Gamma L=14 bohr: energy change -1.69e-04 Ha
  level shift 3.5234e-03 Ha, formula 4.1580e-03 Ha
  size estimates: energy -1.6e-04 Ha, level error -8.6e-04 Ha (found -6.3e-04)
Gamma L=18 bohr: energy change -6.69e-06 Ha
  level shift 1.9205e-03 Ha, formula 1.9564e-03 Ha
  size estimates: energy -6.6e-06 Ha, level error -4.4e-05 Ha (found -3.6e-05)
quarter L=14 bohr: energy change -9.88e-07 Ha
  level shift 4.1523e-03 Ha, formula 4.1580e-03 Ha
quarter L=18 bohr: energy change -1.63e-08 Ha
  level shift 1.9563e-03 Ha, formula 1.9564e-03 Ha
quarter 16x18x20 bohr: energy change -9.93e-08 Ha
  level shift 1.9805e-03 Ha, formula 1.9808e-03 Ha
quarter level error: L=14 -5.7e-06 Ha, L=18 -1.2e-07 Ha
model grid 0.40 to 0.35 bohr, L=14: level change -8.2e-10 Ha
model L=18 phi offset, r=1.08 to 3.96 bohr: -1.9562e-03 to -1.9550e-03 Ha/e
cubic Madelung constant alpha 2.837297
Gaussian ion q=1 e, Q=0.50 e bohr^2, L=12 bohr:
  energy change -0.1176147 Ha, Makov-Payne -0.1176147 Ha
Gaussian neutral Q=-2.00 e bohr^2: energy change -2.9e-16 Ha
  dE/dN 0.0024241 Ha, formula 0.0024241 Ha
Be LDA total energy -14.44719 Ha
Be isolated 1s level -3.85640 Ha, 2s level -0.20574 Ha
Be Q -17.0044 e bohr^2
Be basis 14 to 20 functions: energy change -2.5e-04 Ha
  2s change 2.0e-06 Ha, Q change 7.1e-04 e bohr^2
Be integral of phi 35.6140 Ha bohr^3/e, -2 pi Q/3 35.6140
Be L=20 bohr: corner phi from reciprocal sum -0.004452 Ha/e
Be L=20 bohr (1.058 nm): shift 0.004452 Ha = 0.1211 eV
  2s level in cell -0.20129 Ha, band-sum shift 0.01781 Ha
  neglected: 2s band half-width 6t about 1.7e-05 Ha
  Gamma-only level error, rough size 2e-04 Ha
Be L=30 bohr (1.588 nm): shift 0.001319 Ha = 0.0359 eV
  2s level in cell -0.20442 Ha, band-sum shift 0.00528 Ha
  neglected: 2s band half-width 6t about 1.5e-08 Ha
  Gamma-only level error, rough size 3e-07 Ha
Be edge for a 0.01 eV shift: 45.9 bohr = 2.43 nm
```
